\section*{Why narrow contact stripes average their conductance, not their resistivity}

\section*{The question}

A metal contact lies on a thin semiconductor sheet. Its interface is made of stripes that run across the current, alternately good and bad. When the stripes are much narrower than the transfer length, the contact behaves as if its interface were uniform. Why does it, and why is the uniform interface described by the area average of the conductance rather than of the contact resistivity?

\section*{What each stripe sees}

Let the contact cover $0<x<d$ and have width $W$. The metal is an equipotential, and $V(x)$ is the voltage of the sheet relative to it. The sheet has resistance $R_s$ per square and carries a current $i(x)$ per unit width towards positive $x$. Current enters at $x=0$, and none leaves the sheet at $x=d$. The interface is ohmic, with local conductance per area $g(x)=1/\rho_c(x)$. Ohm's law along the sheet and conservation of current read
\begin{equation}
V'=-R_s\,i,\qquad i'=-gV .
\end{equation}
Differentiating the first and inserting the second gives
\begin{equation}
V''=R_s\,g(x)\,V,\qquad V'(d)=0,\qquad R_c=\frac{V(0)}{W\,i(0)} .
\label{ode}
\end{equation}

Each period $p$ holds a first stripe of conductance $g_1$ and area fraction $f$, then a second of conductance $g_2$. The contact holds a whole number of periods. Define
\begin{equation}
\langle g\rangle=f g_1+(1-f)g_2,\qquad L=\frac{1}{\sqrt{R_s\langle g\rangle}} .
\end{equation}
The length $L$ will turn out to be the transfer length that matters.

Two stripes side by side connect the same metal to nearly the same point of the sheet. The voltage across them can differ by no more than the sheet drops between them. If that drop is small, the stripes are resistors in parallel: they share a voltage, and their conductances add. An average of $\rho_c$ would instead suit elements that carry equal currents. Equal current densities in neighbouring stripes would need voltages in the ratio $\rho_2/\rho_1$, and a short piece of sheet cannot hold such a difference.

\section*{How small the voltage drop is}

First, the shape of $V$. From \eqref{ode}, $(VV')'=V'^2+R_s gV^2\ge0$, and $VV'=0$ at $x=d$, so $VV'\le0$ throughout. If $V$ vanished at some point, $VV'$ would be zero there and at $d$. Its non-negative derivative would then vanish in between, making $V$ and $V'$ zero there and, by uniqueness, everywhere. With $V(0)>0$ we therefore have $V>0$, $V'\le0$ and $V''\ge0$. The slope is steepest at the front, and the fractional drop over the first period obeys
\begin{equation}
\frac{V(0)-V(p)}{V(0)}\le\frac{p\,|V'(0)|}{V(0)}=pR_sY,\qquad Y=\frac{i(0)}{V(0)}=\frac{1}{R_cW}.
\label{drop}
\end{equation}

To show that this is small, $Y$ must be bounded without assuming the answer. Let $v=V/V(0)$, and let $u$ be any trial function with $u(0)=1$. Write $u=v+w$, so that $w(0)=0$. The dissipation integral is
\begin{equation}
\int_0^d\!\Big(\frac{u'^2}{R_s}+gu^2\Big)dx=Y+\int_0^d\!\Big(\frac{w'^2}{R_s}+gw^2\Big)dx\ \ge\ Y .
\label{dirichlet}
\end{equation}
Here the part with $v$ alone is $[vv']_0^d/R_s=-v'(0)/R_s=Y$, after integrating by parts and using \eqref{ode}. The cross term is $2[v'w]_0^d/R_s=0$, because $v'(d)=0$ and $w(0)=0$.

As trial function take the solution for a uniform contact of conductance $\langle g\rangle$:
\begin{equation}
v_0=\frac{\cosh[(d-x)/L]}{\cosh(d/L)},\qquad Y_0=-\frac{v_0'(0)}{R_s}=\frac{\tanh(d/L)}{R_sL}.
\label{uniform}
\end{equation}
With $\delta g=g-\langle g\rangle$, inequality \eqref{dirichlet} becomes $Y\le Y_0+\int\delta g\,v_0^2\,dx$. Let $G(x)=\int_0^x\delta g\,dx'$. It vanishes at every period boundary. Inside a period it runs linearly to an extreme value at the boundary between the two stripes, and linearly back to zero. The extreme value is
\begin{equation}
f(g_1-\langle g\rangle)p=\Delta\langle g\rangle p,\qquad \Delta=\frac{f(1-f)(g_1-g_2)}{\langle g\rangle}.
\end{equation}
Since $fg_1\le\langle g\rangle$ and $(1-f)g_2\le\langle g\rangle$, $|\Delta|<1$ whatever the contrast. Integration by parts gives
\begin{equation}
\int_0^d\!\delta g\,v_0^2dx=-\int_0^d\!G\,(v_0^2)'dx\le|\Delta|\langle g\rangle p\,[1-v_0(d)^2]=|\Delta|\langle g\rangle p\tanh^2\!\frac dL .
\end{equation}
Because $\langle g\rangle=1/(R_sL^2)$, we have $\langle g\rangle/Y_0=1/[L\tanh(d/L)]$. Hence $Y\le Y_0(1+p/L)$, and \eqref{drop} yields
\begin{equation}
\frac{V(0)-V(p)}{V(0)}\le\frac pL\Big(1+\frac pL\Big).
\end{equation}
The contact that remains behind any period boundary is again a contact of whole periods, so the same bound holds for every period, relative to the voltage at its start.

The current that leaves through a period starting at $x_n$ therefore lies between two close values:
\begin{equation}
V(x_n+p)\,\langle g\rangle p\ \le\int_{x_n}^{x_n+p}\!gV\,dx\ \le\ V(x_n)\,\langle g\rangle p .
\end{equation}
This is the origin of the area-averaged conductance. To leading order in $p/L$, the first stripe takes the fraction $fg_1/\langle g\rangle$ of this current.

The condition $p\ll L$ also makes each stripe narrow on its own scale. The first stripe has transfer length $L_1=1/\sqrt{R_sg_1}$, and $fp/L_1=p\sqrt{f}\sqrt{R_sfg_1}\le\sqrt f\,p/L$. The same argument serves the second stripe.

\section*{The resistance and its first correction}

Replacing $g$ by $\langle g\rangle$ gives, from \eqref{uniform},
\begin{equation}
R_0=\frac{1}{Y_0W}=\frac{R_sL}{W}\coth\frac dL,\qquad \rho_{\rm eff}=R_sL^2=\frac{1}{\langle g\rangle}.
\label{R0}
\end{equation}
The effective resistivity is the harmonic average of $\rho_c$. To find the error, compare the true $v$ with $v_0$:
\begin{equation}
(v_0v'-vv_0')'=v_0v''-vv_0''=R_s\,\delta g\,v\,v_0 .
\end{equation}
Integrate from $0$ to $d$. Both slopes vanish at $d$, while at $0$ both functions are 1 and the slopes are $-R_sY$ and $-R_sY_0$. Thus, with no approximation,
\begin{equation}
Y-Y_0=\int_0^d\delta g\,v\,v_0\,dx=-\int_0^dG\,(vv_0)'\,dx .
\label{identity}
\end{equation}
The triangular function $G$ has mean $\Delta\langle g\rangle p/2$. Write $G=\Delta\langle g\rangle p/2+\tilde G$. The mean part gives
\begin{equation}
\tfrac12\Delta\langle g\rangle p\,[1-v(d)v_0(d)] .
\end{equation}

Two remainders must be shown to be of second order, at fixed $d/L$. The first comes from $\tilde G$. Its integral $H(x)=\int_0^x\tilde G\,dx'$ vanishes at both ends and is of order $\langle g\rangle p^2$. A second integration by parts turns the contribution into $\int H(vv_0)''dx$. Every term of $(vv_0)''=v''v_0+2v'v_0'+vv_0''$ is non-negative, and $(vv_0)'$ vanishes at $d$, so the integral of $|(vv_0)''|$ is $-(vv_0)'(0)=R_s(Y+Y_0)$, which is of order $1/L$. The contribution is thus of order $\langle g\rangle p^2/L$, or $(p/L)^2$ relative to $Y_0$.

The second remainder comes from replacing $v(d)$ by $v_0(d)$. The difference $w=v-v_0$ obeys $w''=w/L^2+R_s\delta g\,v$, with $w(0)=w'(d)=0$. Multiplying by $w$ and integrating by parts gives
\begin{equation}
E^2\equiv\int_0^d\!\Big(w'^2+\frac{w^2}{L^2}\Big)dx=R_s\!\int_0^d\!G\,(vw)'dx\le\frac{p}{L^2}\big(L\|v'\|+\|v\|\big)E ,
\end{equation}
where $\|v\|^2=\int_0^d v^2dx$ and the last step uses the Cauchy--Schwarz inequality. Now $\|v'\|^2\le R_sY$ and $\|v\|^2\le d$, so $E$ is of order $pL^{-3/2}$, and $|w(d)|\le\sqrt d\,E$ is of order $p/L$. Multiplied by the prefactor $\langle g\rangle p$, it is again of second order.

With $1-v_0(d)^2=\tanh^2(d/L)$ we obtain $Y\simeq Y_0[1+\frac12\Delta(p/L)\tanh(d/L)]$. Inverting to first order and inserting $R_0$,
\begin{equation}
R_c\simeq R_0\Big[1-\frac{\Delta}{2}\frac pL\tanh\frac dL\Big]=R_0-\frac{R_s}{W}\,\frac{\Delta\,p}{2}.
\label{edge}
\end{equation}

The last form has a direct meaning. The centre of conductance of a period lies at a distance $\int\delta g\,x\,dx/(\langle g\rangle p)=-\int G\,dx/(\langle g\rangle p)=-\Delta p/2$ from its midpoint. With the good stripe in front, $\Delta>0$, and the current crosses a piece of sheet shorter by $\Delta p/2$. If the two stripes are exchanged, each keeping its area, $\Delta$ changes sign and the piece is longer by the same amount.

\section*{Away from the front edge}

The first-order error belongs to the position of the stripes relative to the entrance. The decay of the voltage inside the contact is closer to uniform. In a stripe of width $b$ and $k=\sqrt{R_sg}$, the solution of \eqref{ode} connects its two ends by
\begin{equation}
\begin{pmatrix}V\\ i\end{pmatrix}_{\rm left}=
\begin{pmatrix}\cosh kb&R_s\sinh(kb)/k\\ g\sinh(kb)/k&\cosh kb\end{pmatrix}
\begin{pmatrix}V\\ i\end{pmatrix}_{\rm right}.
\label{matrix}
\end{equation}
The matrix of a period is the product of two such matrices. Its determinant is 1, so its eigenvalues are $e^{\pm\mu p}$, and half its trace is $\cosh\mu p$. For equal stripes, $b=p/2$,
\begin{equation}
\cosh\mu p=\cosh k_1b\cosh k_2b+\frac{k_1^2+k_2^2}{2k_1k_2}\sinh k_1b\sinh k_2b .
\end{equation}
Put $h=(g_1-g_2)/(g_1+g_2)$, so that $k_{1,2}^2=(1\pm h)/L^2$, and $\theta=p/L$. To fourth order, the first product is $1+\theta^2/4+\frac{\theta^4}{16}\big[\frac{1+h^2}{12}+\frac{1-h^2}{4}\big]$ and the second term is $\theta^2/4+\frac{\theta^4}{16}\cdot\frac13$. Their sum must equal $1+(\mu p)^2/2+(\mu p)^4/24$:
\begin{equation}
\frac{(\mu p)^2}{2}+\frac{(\mu p)^4}{24}=\frac{\theta^2}{2}+\theta^4\Big(\frac1{24}-\frac{h^2}{96}\Big)
\ \Rightarrow\ \mu^2\simeq\frac1{L^2}\Big[1-\frac{h^2}{48}\frac{p^2}{L^2}\Big].
\label{decay}
\end{equation}
The decay length differs from $L$ in second order, with a small coefficient.

\section*{A contact in numbers}

Take $R_s=100$ ohm/sq, $W=10\,000$ nm, $d=5000$ nm and equal stripes of $10^{-6}$ and $10^{-5}$ ohm\,cm$^2$ with $p=100$ nm. Then
\begin{equation}
\langle g\rangle=\tfrac12(10^6+10^5)=5.5\times10^5\ \mathrm{S/cm^2},\qquad \frac1{\langle g\rangle}=1.82\times10^{-6}\ \mathrm{ohm\,cm^2},
\end{equation}
and $L=1348$ nm, so $p/L=0.074$ and $d/L=3.71$. Equation \eqref{R0} gives $R_0=13.50$ ohm. The averaged resistivity, $5.5\times10^{-6}$ ohm\,cm$^2$, would give 24.12 ohm.

Multiplying the matrices \eqref{matrix} from the closed end to the front solves the striped contact without averaging. The result is 13.30 ohm with the good stripe in front and 13.71 ohm with the bad one. Equation \eqref{edge}, with $\Delta=0.409$, predicts a shift of $100\times0.409\times100/(2\times10\,000)=0.20$ ohm either way. An engineer who inverts \eqref{R0} for $\rho_{\rm eff}$ would read $1.765\times10^{-6}$ or $1.874\times10^{-6}$ ohm\,cm$^2$, about 3\% below or above $1/\langle g\rangle$.

The voltage profile, from a resistor network with 2.5 nm cells and the good stripe in front, falls by 7.1\% over the first period. The good stripes carry 91.2\% of the current, against $fg_1/\langle g\rangle=90.9\%$. The small excess arises because each good stripe lies upstream of its partner. Their centres are 50 nm apart, which is a voltage difference of about $50/1348=3.7\%$. With ten times the conductance, a good stripe then carries about $10\times1.037=10.37$ times the current of its partner, a share of $10.37/11.37=91.2\%$.

With $d$ and the stripe fractions fixed and the good stripe in front, the period changes the resistance as follows. Errors are relative to $R_0$ and to \eqref{edge}.
\begin{center}
\begin{tabular}{cccc}
$p$ (nm) & $R_c$ (ohm) & from $R_0$ & from \eqref{edge}\\
200 & 13.106 & $-2.92\%$ & 0.113\%\\
100 & 13.299 & $-1.49\%$ & 0.028\%\\
50 & 13.399 & $-0.75\%$ & 0.007\%\\
25 & 13.449 & $-0.38\%$ & 0.002\%
\end{tabular}
\end{center}
Halving $p$ halves the first error and quarters the second, as the orders in $p/L$ require. The decay constant is closer still: at $p=100$ nm, $1-(\mu L)^2$ is $7.7\times10^{-5}$.

\section*{Two revealing limits}

Let the bad stripes insulate and the good ones, at $10^{-6}$ ohm\,cm$^2$, cover a fifth of the area, with $p$ and $d$ as before. The averaged resistivity is infinite, and so is the resistance it predicts. The average conductance is $2\times10^5$ S/cm$^2$, which gives 22.88 ohm. The matrix solution with the good stripe in front gives 22.48 ohm. Here $\Delta=1-f=0.8$, and \eqref{edge} accounts for the difference: $100\times0.8\times100/(2\times10\,000)=0.40$ ohm.

In the opposite limit each stripe is much wider than its own transfer length. The current then leaves through the first stripe before it reaches the second, and $R_c\simeq\sqrt{R_s\rho_1}/W$, where $\rho_1$ is the resistivity of that stripe. For four stripes of 20\,000 nm, with the original two resistivities, the matrices give 10.0 ohm with a good stripe in front and 31.6 ohm with a bad one. Neither average describes such a contact.

\section*{Beside a real contact}

The parameters are round values chosen for illustration, not computed for a particular silicide on silicon. The resistivities are high for modern devices, where $10^{-8}$ ohm\,cm$^2$ or less is sought. Dividing both by 100 divides $L$ by ten, to about 135 nm, and a 100 nm period is then no longer narrow. At given $R_s$ and $\rho_c$, the assumption that moves the resistance most, among those sized here and for the resistivities of the example, is probably that of sharp stripe edges. For n-type silicon with a doping $N=7\times10^{19}$ cm$^{-3}$, a band bending $\psi=0.65$ V and a relative permittivity of 11.7, the depletion width $\sqrt{2\epsilon\psi/(eN)}$ is 3.5 nm. These values serve only to set scales: a WKB estimate of tunnelling through such an ideal barrier gives $1$ to $2\times10^{-7}$ ohm\,cm$^2$, below both resistivities assumed here, provided all six valleys can pass current into the metal. If both edges of every good stripe move by that much, outwards or inwards, $R_0$ becomes 12.8 or 14.3 ohm. This is an outer estimate, since the true blurring depends on the barrier's shape. A blur symmetric in $g$ leaves $\langle g\rangle$ and $R_0$ unchanged, while one linear in $\ln g$ over a depletion width on each side of every edge gives 13.8 ohm.

At the resistivities of the example, the finite thickness of the layer and the resistance of the metal matter less. For a layer 100 nm thick, I solved the current flow in two dimensions on a 2.5 nm mesh, with an isotropic resistivity and a 500 nm uncovered lead whose resistance was subtracted. The striped result rises from 13.30 to 13.31 ohm; a 5 nm mesh changes it by about $10^{-4}$ ohm at most. This holds because the layer is much thinner than $L$. With both resistivities divided by 100, $L$ is comparable to the thickness, and the two-dimensional result is 1.32 ohm against 1.18 ohm from the sheet model, which then fails whatever the period. A metal film of 0.05 ohm/sq, with current taken out at $x=d$, adds at most $0.05\times5000/10\,000=0.025$ ohm: leaving the flow pattern unchanged would cost no more than this, and the true flow dissipates least.

At 0.1 mA the contact voltage is 1.3 mV, well below the thermal voltage of 25.9 mV at 300 K. It is also well below the tunnelling energy $E_{00}=(e\hbar/2)\sqrt{N/(m\epsilon)}$ divided by $e$; this energy is 104 or 46 meV for silicon's light or heavy mass, 0.19 or 0.98 electron masses. A linear interface is therefore reasonable. The peak barrier field, $2\psi$ over the depletion width, is 3.8 MV/cm. Tunnelling, and its dependence on crystal direction, is already contained in $\rho_c$. The electrons are degenerate, with a Fermi energy of about 57 meV for six parabolic valleys at zero temperature, but this enters through the given $R_s$ and $\rho_c$. If heating raised $R_s$ by 20\% at fixed $\rho_c$, $R_0$ would rise by about 9.5\%, nearly as $\sqrt{R_s}$. But $p/L$ would grow only from 0.074 to 0.081, so the stripes would still be narrow and the average would still hold.
